\section*{Supply Voltage Lost in the Contacts of a Two-Dimensional Transistor}

A transistor is connected to a drain supply of 0.7 V, yet only 0.5 V appears across its channel. Its two contacts look good: each has a width-normalised resistance of $100~\Omega\,\mu\mathrm{m}$. Where do the missing 0.2 V go, and how much better must the contacts be if they may take no more than one tenth of the supply?

\section{Back-of-envelope estimate}

A contact of width $W$ has resistance $R_c/W$, because strips of contact side by side conduct in parallel. This is why $R_c$ is quoted in ohm micrometres: it is a resistance times a width, not a resistance per width. The current is quoted per width, $J=1~\mathrm{mA}/\mu\mathrm{m}$, so the width cancels in the voltage drop:
\begin{equation}
(JW)\,\frac{R_c}{W}=JR_c
=(1~\mathrm{mA}/\mu\mathrm{m})(100~\Omega\,\mu\mathrm{m})
=100~\mathrm{mV}.
\end{equation}
Two contacts take 200 mV, and $0.2/0.7\approx 29$ per cent of the supply is lost. A loss of 10 per cent is 70 mV, or 35 mV per contact. At the same current this requires $35~\Omega\,\mu\mathrm{m}$ for each contact.

The estimate takes the current as given and the contacts as ohmic. Both assumptions matter.

\section{Derivation from the voltage loop}

Let the current be steady and uniform across the width, and let $V$ be measured between the two contact metals, so that wiring is excluded. The source and drain contacts have width-normalised resistances $R_S$ and $R_D$, and $V_{\rm ch}$ is the voltage across the channel. Going once around the loop gives
\begin{equation}
V=JR_S+V_{\rm ch}+JR_D .
\end{equation}
The lost fraction $\lambda$ is the part of $V$ that does not appear across the channel:
\begin{equation}
\lambda=\frac{V-V_{\rm ch}}{V}=\frac{J(R_S+R_D)}{V}.
\label{eq:loss}
\end{equation}
At given $J$ only the sum of the two resistances enters. Contacts of 50 and $150~\Omega\,\mu\mathrm{m}$ lose as much as two of $100~\Omega\,\mu\mathrm{m}$.

The same fraction describes the heat. The contacts dissipate $J^2(R_S+R_D)$ per width and the supply delivers $JV$; their ratio is again $\lambda$. Here the contacts take 0.2 of the 0.7 mW per micrometre supplied.

For equal contacts, $R_S=R_D=R_c$, setting $\lambda=f$ in Eq.~(\ref{eq:loss}) gives $2JR_c=fV$, hence
\begin{equation}
R_c=\frac{fV}{2J}
=\frac{0.10\times 0.7~\mathrm{V}}{2\times 1~\mathrm{mA}/\mu\mathrm{m}}
=35~\Omega\,\mu\mathrm{m}.
\label{eq:limit}
\end{equation}
The extreme case $f=1$ gives $350~\Omega\,\mu\mathrm{m}$. With two such ohmic contacts the whole supply would be needed to drive $1~\mathrm{mA}/\mu\mathrm{m}$ through them, and nothing would be left for the channel.

\section{If the applied voltages are held fixed}

Equation~(\ref{eq:limit}) holds $J$ fixed. If the contacts of a working device are improved while its applied voltages stay the same, the current rises, and part of the gain is given back. Two simple channels show how much.

\subsection{A channel of constant resistance}

Let the channel have the width-normalised resistance $R_{\rm ch}=V_{\rm ch}/J=0.5~\mathrm{V}/(1~\mathrm{mA}/\mu\mathrm{m})=500~\Omega\,\mu\mathrm{m}$, and keep it constant. Then $J=V/(R_{\rm ch}+2R_c)$. Inserting this current in Eq.~(\ref{eq:loss}) and setting the loss equal to $f$,
\begin{align}
\frac{2R_c}{R_{\rm ch}+2R_c}&=f,\\
2R_c(1-f)&=fR_{\rm ch},\\
R_c&=\frac{fR_{\rm ch}}{2(1-f)}
=\frac{0.10\times500}{1.8}~\Omega\,\mu\mathrm{m}
=27.8~\Omega\,\mu\mathrm{m}.
\end{align}
The current has risen to $1.26~\mathrm{mA}/\mu\mathrm{m}$. Contacts of $35~\Omega\,\mu\mathrm{m}$ would lose $70/570=12.3$ per cent in this circuit, not 10.

\subsection{A saturated channel}

In a saturated transistor the current is set mainly by the charge at the source end of the channel, not by the drain voltage. The source contact still matters, because the gate acts relative to the inner end of that contact. Let $V_{\rm ov}$ be the gate overdrive, the gate voltage above threshold, measured from the source metal. The channel feels $V_{\rm ov}-JR_c$. With gate capacitance per area $C$, electron density $n$ and mean velocity $v$ at the source end,
\begin{equation}
en=C(V_{\rm ov}-JR_c),\qquad J=env .
\end{equation}
Here $e$ is the magnitude of the electron charge, and $v$ is assumed to stay the same when the contacts change. With $g=Cv$,
\begin{equation}
J=g(V_{\rm ov}-JR_c).
\label{eq:sat}
\end{equation}
At the permitted loss each contact drops $JR_c=fV/2$. Put into Eq.~(\ref{eq:sat}), this fixes the current, and $R_c$ follows by division:
\begin{equation}
J=g\left(V_{\rm ov}-\frac{fV}{2}\right),\qquad
R_c=\frac{fV}{2J}=\frac{fV}{2gV_{\rm ov}-gfV}.
\end{equation}

For numbers, take $n=10^{13}~\mathrm{cm}^{-2}$ and a gate equivalent to 1 nm of a dielectric with relative permittivity 3.9. This equivalent thickness is taken to include the finite density of states of the channel. It gives $C=3.45~\mu\mathrm{F}/\mathrm{cm}^2$. The current of $1~\mathrm{mA}/\mu\mathrm{m}$ then implies $v=J/(en)=6.24\times10^6~\mathrm{cm/s}$ and $g=2.155~\mathrm{mS}/\mu\mathrm{m}$. The overdrive inside the source contact is $en/C=0.464$ V. Adding the 0.100 V dropped in that contact gives $V_{\rm ov}=0.564$ V. Therefore
\begin{equation}
J=2.155\,(0.564-0.035)~\mathrm{mA}/\mu\mathrm{m}
=1.14~\mathrm{mA}/\mu\mathrm{m},
\qquad R_c=30.7~\Omega\,\mu\mathrm{m}.
\end{equation}
The usual pinch-off condition for saturation, a channel voltage above the inner overdrive, holds before the change ($0.5>0.464$ V) and after it ($0.63>0.529$ V).

This model separates the two contacts. As long as the channel stays saturated, the drain contact uses up drain voltage without changing the current. By the pinch-off criterion the margin is small: with the source contact at $100~\Omega\,\mu\mathrm{m}$, a drain contact above $136~\Omega\,\mu\mathrm{m}$ would violate the pinch-off condition at $1~\mathrm{mA}/\mu\mathrm{m}$. Pinch-off is the long-channel criterion; a short channel limited by velocity, which is what a fixed $v$ describes, can saturate at a lower voltage. The source contact uses up gate drive as well. If the current is held at $1~\mathrm{mA}/\mu\mathrm{m}$ instead, reducing $R_c$ from 100 to $35~\Omega\,\mu\mathrm{m}$ lets the external gate voltage fall by 65 mV.

\section{How close is the limit to the ballistic floor?}

Even without scattering or a barrier, a channel of finite width has a finite number of transverse modes and hence a finite resistance. Take a parabolic band with effective mass $m$, two spin states and $g_v$ equivalent valleys.

\subsection{Zero temperature}

The occupied states fill a disc of radius $k_F$ in each valley, so
\begin{equation}
n=2g_v\frac{\pi k_F^2}{(2\pi)^2}=\frac{g_vk_F^2}{2\pi},
\qquad k_F=\sqrt{\frac{2\pi n}{g_v}} .
\end{equation}
Across a wide strip the transverse wave numbers are spaced by $\pi/W$, which gives $g_vWk_F/\pi$ modes. Each fully transmitted mode conducts $2e^2/h$, spin included. The width-normalised resistance between the two reservoirs is therefore
\begin{equation}
R_b=\frac{h}{2e^2}\,\frac{\pi}{g_vk_F}
=\frac{h}{2e^2}\sqrt{\frac{\pi}{2g_vn}} .
\label{eq:cold}
\end{equation}
For $g_v=2$ and $n=10^{13}~\mathrm{cm}^{-2}$ this is $12.91~\mathrm{k}\Omega\times2.802~\mathrm{nm}=36.2~\Omega\,\mu\mathrm{m}$ for the pair. Counting the modes one by one in a strip 20 $\mu$m wide agrees with this value to within 0.1 per cent.

\subsection{Finite temperature}

Let $\eta$ be the Fermi energy above the band edge divided by $k_BT$. The electrons moving forward, with $k_x>0$, carry
\begin{equation}
J_+=e\,\frac{2g_v}{(2\pi)^2}\int_0^\infty k\,dk
\int_{-\pi/2}^{\pi/2}d\theta\,\frac{\hbar k\cos\theta}{m}\,f
=\frac{eg_v\hbar}{\pi^2m}\int_0^\infty k^2f\,dk,
\end{equation}
where $f$ is the Fermi function and the angular integral of $\cos\theta$ is 2. Substitute $k=k_Tt$ with $k_T=\sqrt{2mk_BT}/\hbar$, so that the energy is $t^2k_BT$, and define
\begin{equation}
F_{1/2}(\eta)=\frac{4}{\sqrt\pi}\int_0^\infty
\frac{t^2\,dt}{1+e^{t^2-\eta}},\quad
N=\frac{g_vmk_BT}{\pi\hbar^2}=\frac{g_vk_T^2}{2\pi},\quad
v_T=\sqrt{\frac{2k_BT}{\pi m}}=\frac{\hbar k_T}{\sqrt\pi\,m}.
\end{equation}
The integral of $k^2f$ is $k_T^3(\sqrt\pi/4)F_{1/2}$, and collecting factors gives
\begin{equation}
J_+(\eta)=\frac{eg_v\hbar k_T^3}{4\pi^{3/2}m}F_{1/2}(\eta)
=\frac{eNv_T}{2}F_{1/2}(\eta).
\label{eq:jplus}
\end{equation}
The density needs no factor of velocity. With $x=t^2$,
\begin{equation}
n=\frac{2g_v}{(2\pi)^2}\,2\pi\int_0^\infty kf\,dk
=\frac{g_vk_T^2}{2\pi}\int_0^\infty\frac{dx}{1+e^{x-\eta}}
=N\ln(1+e^\eta).
\label{eq:density}
\end{equation}

A small voltage $\delta V$ raises the source Fermi level relative to the drain by $e\,\delta V$. The net current is the difference of two opposite flows, $J_+(\eta+e\,\delta V/k_BT)-J_+(\eta)$. Dividing by $\delta V$ gives the conductance per width,
\begin{equation}
\frac1{R_b}=\frac{e}{k_BT}\frac{dJ_+}{d\eta}
=\frac{e^2Nv_T}{2k_BT}F_{-1/2}(\eta),\qquad
F_{-1/2}=\frac{dF_{1/2}}{d\eta}.
\label{eq:warm}
\end{equation}

Use $m=0.5$ electron masses and $T=300$ K. Equation~(\ref{eq:density}) gives $\eta=0.422$, and Eq.~(\ref{eq:warm}) gives $R_b=50.7~\Omega\,\mu\mathrm{m}$. Sharing it equally, which is a convention, assigns $25.4~\Omega\,\mu\mathrm{m}$ to each contact. At this density, the fixed-current target of 35 is thus about $10~\Omega\,\mu\mathrm{m}$ above this floor, and the constant-resistance-channel target of 27.8 only about 2. These margins refer to the small-bias floor; at the working current the floor is higher, as shown below. At 358 K the floor is $27.0~\Omega\,\mu\mathrm{m}$.

The floor depends on density. Doubling $n$ at 300 K lowers it from 25.4 to $14.8~\Omega\,\mu\mathrm{m}$, a factor of 0.58. At zero temperature Eq.~(\ref{eq:cold}) gives $1/\sqrt2=0.71$. In the dilute limit $F_{-1/2}$ and $n/N$ both tend to $e^\eta$, so $R_b\propto1/n$ and the factor is $1/2$. The example lies between these limits.

This floor must not be added blindly to a measured $R_c$. If channel scattering adds a resistance proportional to length, extrapolating the total small-bias resistance to zero length leaves the ballistic part in the extracted contact value. Nor is $R_b$ a fixed series resistor at 0.5 V: it was derived for small bias. At a finite drop $U$, with $u=eU/k_BT$, the ballistic current is $J_+(\eta)-J_+(\eta-u)$, and $\eta$ is fixed by $n=(N/2)[\ln(1+e^{\eta})+\ln(1+e^{\eta-u})]$. At $n=10^{13}~\mathrm{cm}^{-2}$, carrying $1~\mathrm{mA}/\mu\mathrm{m}$ takes $U=57$ mV, or $28~\Omega\,\mu\mathrm{m}$ per contact. Carrying $1.26~\mathrm{mA}/\mu\mathrm{m}$ takes 80 mV, or $32~\Omega\,\mu\mathrm{m}$ per contact, which exceeds both the 70 mV budget and the target of 27.8.

\subsection{Can the channel supply the current?}

At large bias the most favourable case is that all electrons at the source end move forward. They then occupy half of $k$-space, so $n=(N/2)\ln(1+e^\eta)$. For the same $n=10^{13}~\mathrm{cm}^{-2}$, Eq.~(\ref{eq:jplus}) gives $1.57~\mathrm{mA}/\mu\mathrm{m}$. The assumed current is 64 per cent of this ballistic value, so this model permits it, though with limited room for backscattering. This does not show that a real channel reaches it. The required mean velocity of $6.2\times10^6~\mathrm{cm/s}$ is above the high-field drift velocities reported for longer monolayer MoS$_2$ channels, roughly $3\times10^6~\mathrm{cm/s}$. At that lower velocity the same current would need about $2.1\times10^{13}$ electrons per cm$^2$. In the gate model above this means an inner overdrive of 0.97 V, more than the 0.5 V across the channel, so the pinch-off condition would fail. A short channel limited by its drift velocity can still saturate below that voltage.

\section{When a small resistance is not enough}

A resistance measured at small bias predicts the drop at $1~\mathrm{mA}/\mu\mathrm{m}$ only if the contact remains ohmic. Consider the opposite case, a source contact that passes electrons solely over a fixed barrier. Now let $\eta$ be the metal Fermi level relative to the barrier top, in units of $k_BT$. With a voltage $U$ across the contact, the return flow is reduced, and
\begin{equation}
J(U)=J_+(\eta)-J_+\!\left(\eta-\frac{eU}{k_BT}\right).
\end{equation}
For $eU\gg k_BT$ the second term disappears and the current saturates at $J_+(\eta)$. The small-bias resistance obeys $1/R_c=(e/k_BT)\,dJ_+/d\eta$. For a high barrier $J_+\propto e^\eta$, so the derivative equals $J_+$ itself, and
\begin{equation}
J_{\rm sat}=\frac{k_BT}{eR_c}
=\frac{25.85~\mathrm{mV}}{100~\Omega\,\mu\mathrm{m}}
=0.26~\mathrm{mA}/\mu\mathrm{m}.
\end{equation}
The barrier that gives $100~\Omega\,\mu\mathrm{m}$ is in fact low, 16 meV, less than $k_BT$, so the exponential approximation is poor. The full Fermi function gives $0.30~\mathrm{mA}/\mu\mathrm{m}$. Either value is well below $1~\mathrm{mA}/\mu\mathrm{m}$. Here $R_c$ has the form of Eq.~(\ref{eq:warm}), the full resistance between two reservoirs and not the half share used above. In this model $1~\mathrm{mA}/\mu\mathrm{m}$ is reached only for small-bias values below about $39~\Omega\,\mu\mathrm{m}$, and a contact of $35~\Omega\,\mu\mathrm{m}$ drops 61 mV at that current, not 35.

Such a contact, a single barrier line, has the stated resistance near zero bias but cannot carry the stated current at any voltage. To carry it, electrons must also tunnel through the barrier, the barrier must fall under bias, or the injection must spread along a longer contact. A top contact on a sheet of constant resistance $12.5~\mathrm{k}\Omega$ has a transfer length of 8 nm at $100~\Omega\,\mu\mathrm{m}$. If it is 50 nm long and its interface saturates in the same way, the limit rises to about $0.26\times50/8=1.6~\mathrm{mA}/\mu\mathrm{m}$, but $1~\mathrm{mA}/\mu\mathrm{m}$ then costs 0.22 V instead of 0.10 V. The 29 per cent loss therefore applies when $100~\Omega\,\mu\mathrm{m}$ is the ratio of voltage to current at the working point.

\section{The estimate beside a real device}

The mass, two valleys and density used here are rough typical values for an n-type monolayer MoS$_2$ channel. A contact resistance near $100~\Omega\,\mu\mathrm{m}$ is a very good laboratory value for this material; some lower values have been reported, but many contacts are several times worse. A current of $1~\mathrm{mA}/\mu\mathrm{m}$ at 0.7 V and a 1 nm equivalent gate thickness are also demanding. Of the changes calculated here, the loss of ohmic behaviour is the most serious: for a single fixed thermionic barrier without current spreading the current stops at 30 per cent of the assumed value. Holding the applied voltages fixed is a milder change, moving the contact limit from 35 to 31 or $28~\Omega\,\mu\mathrm{m}$ in the two channel models. These are not bounds: a square-law saturated channel, $J\propto(V_{\rm ov}-JR_c)^2$, gives $27~\Omega\,\mu\mathrm{m}$. Self-heating, wiring, higher valleys and tunnelling have not been calculated.

The quick estimate and the loop equation agree at the stated current: about 29 per cent is lost, and $35~\Omega\,\mu\mathrm{m}$ per contact reduces this to 10 per cent. As a design target that number has a condition attached: the gate voltage must be lowered, or the channel otherwise adjusted, to keep the current at $1~\mathrm{mA}/\mu\mathrm{m}$. The numerical output lists the values for each case.

\section*{Computed values}
\begin{verbatim}
INPUTS
Supply: 0.7 V
Current per width: 1.0 mA/um
Resistance of each contact: 100.0 ohm um
Allowed loss: 10.0 %
Effective mass: 0.5 electron masses
Valleys: 2
Electron density: 1.0 1e13/cm2
Temperature: 300 K
Capacitance-equivalent thickness: 1.0 nm
Relative permittivity for it: 3.9 (no unit)
VOLTAGE BUDGET
Drop in one contact: 0.100 V
Drop in both contacts: 0.200 V
Voltage left for channel: 0.500 V
Fraction lost: 28.57 %
Supplied power: 0.700 mW/um
Power in both contacts: 0.200 mW/um
Contact limit at fixed current: 35.00 ohm um
Allowed drop in both contacts: 0.070 V
FIXED APPLIED VOLTAGES
Constant channel resistance: 500.0 ohm um
Contact limit, resistor channel: 27.78 ohm um
Current at that limit: 1.260 mA/um
Gate capacitance: 3.453 uF/cm2
Source-end velocity: 6.242 1e6 cm/s
Saturated-channel gain g: 2.155 mS/um
Overdrive inside source contact: 0.464 V
External gate overdrive: 0.564 V
Contact limit, saturated channel: 30.70 ohm um
Current at that limit: 1.140 mA/um
BALLISTIC AND BARRIER EFFECTS
Ballistic pair resistance, 0 K: 36.2 ohm um
Ballistic pair resistance, 300 K: 50.7 ohm um
Half of it, per contact: 25.4 ohm um
Half at 358 K: 27.0 ohm um
Half at 300 K, doubled density: 14.8 ohm um
Reduced Fermi level eta, 300 K: 0.422 (no unit)
Ballistic current at given density: 1.566 mA/um
Thermal voltage kT/e: 25.85 mV
Thermionic limit, Boltzmann: 0.259 mA/um
Thermionic limit, Fermi-Dirac: 0.300 mA/um
Barrier for that contact: 16.2 meV
\end{verbatim}
